Complex transfer length and input impedance of a capacitive contact

In a high-frequency circuit calculation, a metal-semiconductor contact can be entered as a resistor, as a resistor with one parallel capacitor, or as a distributed element. The choice depends on the product of the signal frequency and the time constant of the interface, and on the length of the contact compared with the distance over which current leaves the semiconductor. The same choice decides whether a contact resistivity may be extracted from high-frequency data with the static formula.

Consider a contact of width W that covers a semiconductor sheet from its front edge x = 0 to its far edge x = d. The sheet has resistance R_s per square. The metal above it is an equipotential, and the sheet potential V(x) is measured from the metal. The interface has specific contact resistivity ρ_c, in Ω cm², and capacitance C_c, in F/cm². All quantities are uniform and independent of frequency, the signal is small enough for linear response, and the sheet is thin enough for one potential to describe each position x. Ohm, farad and centimetre are the natural units here.

Signals vary as exp(+iωt), so a capacitance has admittance iωC. Conduction and displacement currents cross the same interface under the same voltage, and their admittances therefore add. Per unit area,

y = 1/ρ_c + iωC_c = (1 + iωτ)/ρ_c,  τ = ρ_c C_c.

The time τ does not depend on the contact area, because a larger area lowers the resistance and raises the capacitance by the same factor.

Let I(x) be the sheet current in the direction of increasing x. A strip of length dx has series resistance R_s dx/W and loses the current yVW dx to the metal. Hence

dV/dx = −R_s I/W,
dI/dx = −W y V.

Differentiating the first equation and inserting the second gives

d²V/dx² = −(R_s/W) dI/dx = R_s y V = V/λ²,

with the complex transfer length

λ = 1/√(R_s y) = L_T/√(1 + iωτ),  L_T = √(ρ_c/R_s).

The root with Re λ > 0 is taken. To see what λ means, write 1/λ = α + iβ. Squaring and separating real and imaginary parts gives

α² − β² = 1/L_T²,
2αβ = ωτ/L_T².

The squared modulus supplies α² + β² = √(1 + ω²τ²)/L_T². Half the sum and half the difference of this and the first relation are

α² = [√(1 + ω²τ²) + 1]/(2L_T²),
β² = [√(1 + ω²τ²) − 1]/(2L_T²).

Both roots are positive for ω > 0. A wave exp(−x/λ) loses amplitude by a factor e over the distance 1/α, and its phase falls by β per unit length. Since 1/λ = λ*/|λ|², the decay length is 1/α = |λ|²/Re λ. It differs from both |λ| and Re λ once the frequency is finite.

No sheet current passes the far edge, so I(d) = 0 and dV/dx vanishes there. The solution with this property is V = A cosh[(d − x)/λ]. The first balance equation then gives

I = −(W/R_s) dV/dx = [WA/(R_s λ)] sinh[(d − x)/λ].

Setting I(0) = I₀ fixes A = I₀ R_s λ/[W sinh(d/λ)]. The input impedance is the front-edge voltage divided by the injected current:

Z(ω) = V(0)/I₀ = (R_s λ/W) coth(d/λ).

Changing the sign of λ changes the sign of both factors, so Z does not depend on the choice of root. A probe that draws no current at the far edge measures the end impedance

Z_e = V(d)/I₀ = R_s λ/[W sinh(d/λ)].

The sign of the reactance follows from the power balance. From the two first-order equations,

d(V I*)/dx = −(R_s/W)|I|² − W y*|V|².

Integrating from 0 to d, with I(d) = 0, and dividing by |I₀|² gives

Z = {(R_s/W)∫|I|²dx + (W/ρ_c)∫|V|²dx − iωC_c W∫|V|²dx}/|I₀|².

The first two terms are the losses in the sheet and at the interface. The third shows that Im Z is negative at every positive frequency in this model. A measured inductive reactance must therefore come from something left out, such as the magnetic field of the leads.

At low frequency the contact acts as a resistor with a parallel capacitor, but the capacitor is not the full-area value C_c Wd. Put u = d/L_T and s = √(1 + iωτ), so that

Z = (R_s L_T/W) coth(us)/s.

At s = 1 the derivative of coth(us)/s with respect to s is −coth u − u/sinh²u. To first order in ωτ, s − 1 = iωτ/2. With R₀ = Z(0) = (R_s L_T/W) coth u, and after a factor coth u is taken out,

Z ≈ R₀{1 − (iωτ/2)[1 + u/(sinh u cosh u)]}.

Since sinh u cosh u = (sinh 2u)/2, inversion to the same order gives

1/Z ≈ 1/R₀ + iωC_p,
C_p = (τ/2R₀)[1 + 2u/sinh 2u].

For a short contact the bracket tends to 2 and R₀C_p = τ. For a long one it tends to 1 and R₀C_p = τ/2. The power balance explains the difference. Comparing the reactive terms at low frequency gives C_p = C_c W∫[V(x)/V(0)]²dx, taken with the static profile. In a long contact this profile is exp(−x/L_T), and the integral is L_T/2. The resistance is R_s L_T/W, so the product is R_s C_c L_T²/2 = τ/2. Reading R₀C_p as τ would thus make C_c too small by a factor of two in a long contact, if ρ_c is known.

Two further limits mark the range of simple circuits. If |d/λ| is small, coth z ≈ 1/z + z/3 with z = d/λ gives

Z ≈ R_s λ²/(Wd) + R_s d/(3W) = 1/(yWd) + R_s d/(3W).

The first term is the uniform interface, and the second is the sheet resistance under a current that falls linearly to zero. This form cannot hold at all frequencies, because |λ| shrinks as ω grows: a contact that is short at rest becomes electrically long. Once ωτ ≫ 1 and αd ≫ 1, coth(d/λ) tends to 1 and

Z ≈ (R_s L_T/W)/√(iωτ) = (1/W)√[R_s/(iωC_c)].

The contact resistivity has cancelled. The phase is −45°, the magnitude falls as 1/√ω, and the impedance measures the ratio R_s/C_c. Data taken deep in this regime carry little information on ρ_c.

The response to a current step needs the impedance as a sum of relaxations. Let k_n = nπ/d, with n = 0, 1, 2, ..., and project the equation for V on cos(k_n x). Two integrations by parts give

∫V'' cos(k_n x)dx = −V'(0) − k_n²∫V cos(k_n x)dx,

because V'(d) and sin(k_n x) at both ends vanish. With V'(0) = −R_s I₀/W, the equation V'' = V/λ² becomes

(k_n² + 1/λ²)∫V cos(k_n x)dx = R_s I₀/W.

The cosine series of V has coefficients (c_n/d)∫V cos(k_n x)dx, where c₀ = 1 and c_n = 2 for n ≥ 1. Summing it at x = 0, dividing by I₀ and using R_s L_T² = ρ_c yields

Z = (ρ_c/Wd) Σ c_n/(a_n + iωτ),
a_n = 1 + (nπL_T/d)².

Each term is a resistor ρ_c c_n/(Wd a_n) in parallel with a capacitor, with relaxation time τ/a_n. A current step of height I₀ applied at t = 0 to the uncharged contact therefore produces

V(0,t)/I₀ = (ρ_c/Wd) Σ (c_n/a_n)[1 − exp(−a_n t/τ)].

For a long contact the sum can be done. Its time derivative is (ρ_c/Wdτ) Σ c_n exp(−a_n t/τ). As d grows, the spacing π/d of the k_n shrinks, and Σ c_n becomes (2d/π)∫dk from zero to infinity. The Gaussian integral gives

(1/I₀) dV(0,t)/dt = [R_s L_T/(Wτ√π)] exp(−t/τ)/√(t/τ).

Integrating with the variable √(t/τ) leads to

V(0,t)/I₀ = (R_s L_T/W) erf√(t/τ).

The voltage first rises as √t, because the charged region spreads into the contact by diffusion before leakage through ρ_c stops it.

Consider a test structure with two equal contacts separated by a gap g. The whole current I₀ crosses the gap. At the second contact it enters the metal as described above; at the first, the signs of voltage and current are both reversed, which leaves their ratio unchanged. If the sheet resistance is the same in the gap and under the contacts,

Z_T = R_s g/W + 2Z.

Plotted against g, the real part has slope R_s/W and intercept 2 Re Z, while the imaginary part is constant at 2 Im Z. Both intercepts are needed. With p = d²/λ², they give one complex equation,

F(p) = coth(√p)/√p = WZ/(R_s d),

whose solution yields y = p/(R_s d²), and then ρ_c = 1/Re y and C_c = Im y/ω.

Positive ρ_c, C_c and ω require Re p > 0 and Im p > 0, and in this quadrant the solution is unique. The sum for Z gives F(p) = Σ c_n/(p + n²π²), so for two different points

[F(p₁) − F(p₂)]/(p₁ − p₂) = −Σ c_n/[(p₁ + n²π²)(p₂ + n²π²)].

Each factor in a denominator has an argument between 0 and π/2, and their product one between 0 and π. Its reciprocal has a negative imaginary part, so the right-hand side has a positive one and cannot vanish. Two values of p in the quadrant cannot produce the same Z.

If processing has changed the sheet resistance under the contact, the slope gives the gap value, which must not be used in F. The end impedance then helps, since Z/Z_e = cosh(d/λ) contains no separate R_s. This ratio gives λ when the branch is followed continuously from zero frequency, and Z then gives the sheet resistance under the contact.

For a worked case, take rough values for a silicide on heavily doped n-type silicon: ρ_c = 10⁻⁶ Ω cm², R_s = 100 Ω per square, W = 10 µm, d = 2 µm and g = 1 µm. The layer is 200 nm thick, with 3×10¹⁹ donors per cm³ and a barrier of 0.6 eV. The interface capacitance is taken as that of the depletion layer. A layer of width w and donor density N holds charge qNw per area and drops the voltage qNw²/(2ε). The ratio of their differentials is C_c = ε/w. With a drop of 0.6 V and relative permittivity 11.7, w = 5.09 nm and C_c = 2.04 µF/cm². Then

L_T = √(10⁻⁶/100) cm = 10⁻⁴ cm = 1 µm,
τ = 10⁻⁶ × 2.04×10⁻⁶ s = 2.04 ps,

and ωτ = 1 at 78 GHz. The static resistance is R₀ = 10.37 Ω. At 10 GHz the impedance is 10.29 − 0.75i Ω: the resistance has dropped by 0.8 % of R₀, and the phase is −4.2°. A plain resistor serves here if a phase error of that size is acceptable.

At 78 GHz, λ = 0.777 − 0.322i µm, and the decay length is 0.91 µm. The prefactor R_s λ/W is 7.77 − 3.22i Ω, while the full impedance is 7.64 − 3.38i Ω. The finite length thus lowers the resistance slightly here, although it raises it at zero frequency. The reason is the wave reflected at the far edge. For αd well above 1, coth(d/λ) ≈ 1 + 2exp(−2d/λ), and the second term has phase −2βd. With β = 0.455 rad/µm this is −1.82 rad, or −104°. The prefactor R_s λ/W adds its own phase of −22.5°, so the correction to Z has a phase of about −127° and its real part is negative.

Now compare the lumped circuit made of R₀ and C_p, for which R₀C_p = 0.573τ. At 78 GHz it gives

10.37/(1 + 0.573i) Ω = 7.81 − 4.48i Ω,

with a good resistance but a reactance about one third too large in magnitude. At 300 GHz, where ωτ = 3.84, it gives 1.77 − 3.91i Ω, against 3.99 − 3.06i Ω from the distributed formula. The lumped resistance is then less than half the distributed one. The phase of the distributed impedance is −37°, already near its limit of −45°.

In time, the two slowest relaxations take 2.04 ps and 0.59 ps. At t = τ the step response has reached 8.44 Ω, or 81 % of R₀; a single exponential with time constant τ would have reached 63 %.

The cost of a static reading can be stated directly. If Re Z = 7.64 Ω at 78 GHz is inserted into the zero-frequency formula, with R_s and d known, the result is L_T = 0.757 µm and

ρ_c = 100 × (0.757×10⁻⁴)² Ω cm² = 0.57×10⁻⁶ Ω cm²,

which is 43 % below the true value. Solving the complex equation instead, with the intercept taken from a numerical solution of the complete two-contact network at this frequency, returns ρ_c = 1.000×10⁻⁶ Ω cm² and C_c = 2.04 µF/cm².

The thickness t of the semiconductor layer sets a limit of its own, because current must also flow vertically. Let φ(x,z) be the potential in the layer, with an insulating bottom at z = 0 and the contact at z = t. If φ varies slowly along x, Laplace's equation gives φ ≈ φ₀ − φ̄''z²/2, where φ̄ is the average over z and primes denote derivatives along x. The average is φ₀ − φ̄''t²/6 and the top value is φ₀ − φ̄''t²/2, so the top lies lower by φ̄''t²/3. With interface current density J, current balance gives φ̄'' = R_s J, and the top potential is J/y. Hence

φ̄ = J(1/y + R_s t²/3).

The leading effect is to replace 1/y by 1/y + R_s t²/3. For a long contact Z varies as the square root of this quantity, so its relative change is about t²/(6|λ|²). This is 0.9 % at 78 GHz and 2.6 % at 300 GHz. A two-dimensional numerical solution for the 2 µm contact gives 0.9 % and 2.4 %. With the layer four times thinner and R_s held fixed, the change at 300 GHz falls to about 0.16 %, a factor of fifteen, close to the expected sixteen. The thin-sheet model therefore fails when |λ| approaches t. This happens at high frequency, and already at zero frequency if L_T is not well above t.

The chosen ρ_c is high beside advanced silicon contacts, where values of roughly 10⁻⁸ Ω cm² or less are sought. With C_c held fixed, a reduction to 10⁻⁸ Ω cm² would raise the frequency at which ωτ = 1 a hundredfold, to about 8 THz, and such a contact would remain resistive in ordinary circuits. In the layer used here, however, L_T would then be 0.1 µm, half the layer thickness, and the thin-sheet formula would clearly understate even the static resistance. Temperature also changes ρ_c. The characteristic tunnelling energy is 58 meV for a mass of 0.26 electron masses, against kT = 26 meV at 300 K, so carriers largely tunnel through the barrier, with thermal help. The exponential factor alone suggests that ρ_c at 400 K is about 0.64 of its value at 300 K; with R_s and C_c fixed, this would shorten L_T by roughly 20 % and raise the characteristic frequency by more than half. The prefactor, left out here, makes ρ_c fall further, so both changes are lower estimates. The tunnelling energy runs from 31 to 68 meV over the range of silicon masses, and the image force lowers the barrier by about 0.17 eV. For these reasons ρ_c is an input here and is not predicted from the barrier.

Real silicide layers are not equipotentials. If the metal has sheet resistance R_m, its own potential drop enters the difference V, and V'' = (R_s + R_m)yV. For R_m = 5 Ω per square this shortens λ by 2.4 %. At 78 GHz, a return conductor at a distance W would add an inductive reactance of at most about 6 % of R_s, or 6.2 Ω, per square of current path. This is the parallel-plate value, which is too high for a strip no wider than its spacing because it neglects the fringing field. The metal lies directly on the sheet and links almost the same flux, so this inductance acts on the sum of the sheet and metal currents and leaves λ practically unchanged. If the current leaves the metal at the far edge, the reactance adds to Z in series over d/W squares. With the parallel-plate value this is 1.2 Ω, which turns the phase of Z by 0.14 rad; with the value for a strip, about one third as large, the turn is 0.05 rad. The effect grows with d, and the gap adds its own share. If the current leaves the metal at the front edge, the two currents cancel along the contact and the effect there is negligible. This reactance must be removed from the data before the inversion. At the same frequency, the capacitance between the metals of the two contacts, without any larger pads attached to them, has an admittance of about 1.4 % of 1/|Z_T| if the metals are treated as long strips; the field at their ends raises this to about 1.6 %. Left uncorrected, this capacitance shifts the extracted ρ_c and C_c by roughly 5 % each. Degeneracy and the carrier tail at the depletion edge together raise C_c by 1.7 %. The carrier scattering time, about 15 fs, is far below τ, so the sheet is still nearly ohmic at these frequencies; the inertia of the carriers changes Z by about 0.4 % at 78 GHz and 1.5 % at 300 GHz. Linear response is a fair assumption for a current of 0.1 mA, which drops 1.0 mV at the contact, or 1.7 % of the energy scale, in volts, that governs the tunnelling current. These are estimates for the stated geometry.

For contacts within these conditions, the choice of circuit follows from two numbers. If ωτ ≪ 1, R₀ suffices for the resistance and C_p supplies the first phase correction. If |d/λ| ≪ 1, the interface admittance in series with R_s d/(3W) works even when ωτ is not small. Otherwise the hyperbolic formula is needed. It also holds for an interface with a different linear response, such as one with an added insulating film, provided that y(ω) is replaced by the admittance per area of that interface.

Numbers as computed

```
Rs = 100 ohm/sq, rho_c = 1.0e-06 ohm cm2
W = 10 um, d = 2 um, gap = 1 um, layer = 200 nm
donors = 3.0e+19 cm-3, barrier = 0.6 eV, eps_r = 11.7, T = 300 K
depletion width = 5.09 nm
C_c = 2.037 uF/cm2
L_T = 1.000 um, d/L_T = 2.00
tau = 2.037 ps, f_tau = 78.1 GHz
R0 = 10.373 ohm
f = 1.0 GHz: omega*tau = 0.0128, lambda = 0.9999 -0.0064i um
   decay length = 1.0000 um, beta = 0.0064 rad/um
   Z = 10.372 -0.076i ohm, phase = -0.42 deg
f = 10.0 GHz: omega*tau = 0.1280, lambda = 0.9939 -0.0633i um
   decay length = 0.9980 um, beta = 0.0639 rad/um
   Z = 10.288 -0.751i ohm, phase = -4.17 deg
f = 30.0 GHz: omega*tau = 0.3840, lambda = 0.9500 -0.1761i um
   decay length = 0.9827 um, beta = 0.1887 rad/um
   Z = 9.694 -2.033i ohm, phase = -11.84 deg
f = 78.1 GHz: omega*tau = 1.0000, lambda = 0.7769 -0.3218i um
   decay length = 0.9102 um, beta = 0.4551 rad/um
   Z = 7.643 -3.382i ohm, phase = -23.87 deg
f = 300.0 GHz: omega*tau = 3.8397, lambda = 0.3972 -0.3070i um
   decay length = 0.6345 um, beta = 1.2181 rad/um
   Z = 3.985 -3.058i ohm, phase = -37.49 deg
low-frequency parallel capacitance = 112.6 fF
full-area capacitance C_c*W*d = 407.4 fF
R0*C_p/tau = 0.5733
slowest two relaxation times = 2.037, 0.587 ps
step response V/I at t = tau: 8.444 ohm
Z_T at f_tau = 25.286 -6.764i ohm
static reading of Re Z at f_tau: L_T = 0.757 um, rho_c = 5.724e-07 ohm cm2
complex inversion: rho_c = 1.0000e-06 ohm cm2, C_c = 2.037 uF/cm2
Neglected effects:
layer thickness, change of Z at f_tau: 0.92 %
layer thickness, change of Z at 300 GHz: 2.42 %
same at 300 GHz, layer four times thinner: 0.165 %
silicide sheet 5 ohm/sq: R_metal/Rs = 5.0 %
inductive/resistive at f_tau, return at distance W: 6.2 %
pad capacitance = 1.07 fF, omega*C*|Z_T| at f_tau = 1.37 %
Fermi level above band edge = 11.2 meV, carrier tail = 30.6 meV
C_c with both / C_c used = 1.0166
depletion width / layer = 2.5 %
kT = 25.9 meV, E00 (mass 0.26) = 58.3 meV
E00 for masses 0.19 and 0.92 = 68.2, 31.0 meV
rho_c(400 K)/rho_c(300 K), exponential only = 0.64
peak field = 2.36 MV/cm, image lowering = 0.170 eV
mobility implied = 104 cm2/Vs
scattering time = 15.4 fs, barrier time = 5.6 fs
signal 0.1 mA: V = 1.04 mV, V/E0 = 1.74 %
```
